# The sharp passivation front of hydrogen in acceptor-doped silicon, part 2

Hydrogen enters silicon, \(x>0\), from its surface and passivates acceptors. How deep does it reach in time \(t\), and when does the simple law for that depth hold? Mobile hydrogen \(H(x,t)\), with diffusivity \(D\) and fixed surface value \(H_0\), is captured by active acceptors \(A(x,t)\) of initial density \(N\), with capture coefficient \(k\). Each capture forms one passive, immobile pair. Subscripts \(x\) and \(t\) denote partial derivatives. Without an electric field, release from pairs or reaction of hydrogen with itself,

\[
H_t=DH_{xx}-kHA,\qquad A_t=-kHA .
\]

The grid calculation integrates these equations numerically. One of its checks is the first moment, \(\int_0^\infty x(H+N-A)dx=DH_0t\).

For instant capture and \(H_0\ll N\), the front depth obeys the simple law

\[
s^2=\frac{2DH_0t}{N},
\]

with \(H=H_0(1-x/s)\) behind the front. The first correction for mobile hydrogen multiplies \(s^2\) by \(1-H_0/(3N)\). For instant capture at any \(\varepsilon=H_0/N\), \(s=2\lambda\sqrt{Dt}\) with

\[
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .
\]

For finite \(k\), define the exposure \(y\) and the capture length \(\ell\) by

\[
y(x,t)=k\int_0^tH(x,t')\,dt',\qquad \ell=\sqrt{D/(kN)} .
\]

Then \(H=y_t/k\) and \(A=Ne^{-y}\). For dense traps (\(H_0\ll N\)) and \(kNt\gg1\), the mobile hydrogen term \(y_t\) can be dropped from the equation for \(y\), which leaves \(\ell^2y_{xx}=1-e^{-y}\). With \(y\) and \(y_x\) vanishing deep in the silicon, one integration gives

\[
\frac{\ell^2}{2}y_x^2=g(y),\qquad g(y)=y-1+e^{-y},\qquad
y_x=-\frac{\sqrt{2g(y)}}{\ell}.
\]

The example is boron-doped silicon at 420 K with \(N=10^{17}\ \mathrm{cm^{-3}}\), \(H_0=10^{15}\ \mathrm{cm^{-3}}\), \(D=10^{-8}\ \mathrm{cm^2/s}\) and \(t=300\ \mathrm s\). The simple law gives its field-free depth, \(s=2.45\) µm.

### Trapped depth and delay

When the front has a finite width, a useful depth is the trapped dose divided by \(N\):

\[
L=\int_0^\infty\left(1-\frac AN\right)dx
=\int_0^\infty(1-e^{-y})\,dx
=\ell^2\int_0^\infty y_{xx}\,dx=-\ell^2y_x(0,t).
\]

At the surface \(y=Y=kH_0t\), so \(L=\ell\sqrt{2g(Y)}\). Squaring and inserting \(\ell^2=D/(kN)\),

\[
L^2=\frac{2D}{kN}\left(kH_0t-1+e^{-Y}\right)
=\frac{2DH_0}{N}\left[t-\frac{1-e^{-kH_0t}}{kH_0}\right].
\]

For \(kH_0t\gg1\) the bracket becomes \(t-1/(kH_0)\). Slow capture thus delays the square-root law by a fixed time and leaves its coefficient unchanged. For \(kH_0t\ll1\), but still \(kNt\gg1\), \(g(Y)\approx Y^2/2\) and \(L\approx\ell kH_0t\). The dose then grows linearly in time and there is no sharp front yet.

In the grid calculation with \(H_0/N=0.00125\), the formula for \(L\) agreed with the computed trapped depth at \(kH_0t=1,10,50\) and \(200\) to within \(2.7\times10^{-4}\), relative to the formula, on a mesh of spacing \(0.1\,\ell\). At \(kH_0t=1\) the mesh error cancels part of the true difference; on finer meshes it tends to \(8\times10^{-4}\) there and stays at or below \(2.7\times10^{-4}\) at the later times. At \(kH_0t=200\), the computed \(L^2\) was 0.9946 of \(2DH_0t/N\). The delay accounts for a reduction by \(1/200=0.0050\), and the mobile hydrogen for \(0.00125/3=0.0004\).

### Shape and width of the front

Integrating \(dx=-\ell\,dy/\sqrt{2g(y)}\) from the surface to the depth where the exposure is \(y\) gives

\[
x=\ell\int_y^Y\frac{dq}{\sqrt{2g(q)}} .
\]

The distance between two exposure levels, both already present below the surface, does not depend on \(Y\) and hence not on time. In this approximation, and without release, the acceptor profile moves without changing its shape. The levels \(A/N=0.1\) and \(0.9\) correspond to \(y=-\ln0.1\) and \(y=-\ln0.9\), and the integral between them gives a width of \(3.447\,\ell\).

The two sides of the front differ. Ahead of it \(y\ll1\), so \(g\approx y^2/2\) and \(y_x=-y/\ell\): the passivated fraction falls as \(e^{-x/\ell}\). Well behind it \(e^{-y}\) is negligible in \(g\). Then \(w=\sqrt{2(y-1)}\) obeys \(w_x=y_x/w=-1/\ell\), and with \(w=L/\ell\) at the surface,

\[
w=\frac{L-x}{\ell},\qquad
\frac AN=\exp\left[-1-\frac{(L-x)^2}{2\ell^2}\right].
\]

The mobile hydrogen follows from differentiating the integral for \(x\) with respect to time at fixed \(x\):

\[
0=\frac{Y_t}{\sqrt{2g(Y)}}-\frac{y_t}{\sqrt{2g(y)}} .
\]

Since \(Y_t=kH_0\) and \(y_t=kH\),

\[
\frac{H}{H_0}=\sqrt{\frac{g(y)}{g(Y)}} .
\]

Well behind the front this becomes \(w/(L/\ell)=1-x/L\), the linear profile found before. The grid calculation tested the shape at \(kH_0t=50\) and \(200\). The width agreed with \(3.447\,\ell\) to within 1%, and where \(A/N\) lay between 0.05 and 0.9 the hydrogen profile agreed to within 2% of its local value.

At late times \(L\approx\ell\sqrt{2kH_0t}\), so the ratio of width to depth is about \(3.447/\sqrt{2kH_0t}\). The ratio falls slowly: it is 0.35 at \(kH_0t=50\) and 0.17 at 200, and a width of 10% of the depth needs \(kH_0t\approx600\).

### The capture length in silicon

The example needs a value for \(k\). Consider a positive hydrogen ion attracted by one negative acceptor in silicon of permittivity \(\epsilon\). The attraction energy equals the thermal energy \(k_BT\) at the distance

\[
R=\frac{e^2}{4\pi\epsilon k_BT},
\]

where \(e\) is the elementary charge. If \(J\) ions per second flow inward through every sphere around the acceptor, diffusion and drift together give

\[
J=4\pi r^2D\left(H_r+\frac{R}{r^2}H\right)
\quad\Longrightarrow\quad
\left(He^{-R/r}\right)_r=\frac{J}{4\pi D}\frac{e^{-R/r}}{r^2}.
\]

Integrate from \(r=0\), where the factor \(e^{-R/r}\) vanishes, to large \(r\), where \(H=H_\infty\). Since \(e^{-R/r}/r^2\) is the derivative of \(e^{-R/r}/R\), the result is \(H_\infty=J/(4\pi DR)\). Hence \(k=J/H_\infty=4\pi DR\), and

\[
\ell^2=\frac{D}{kN}=\frac{1}{4\pi RN}=\frac{\epsilon k_BT}{e^2N}.
\]

The diffusivity cancels. For this capture law \(\ell\) equals the screening length of holes of density \(N\).

With a relative permittivity of 11.7 at 420 K, \(R=3.4\) nm, \(k=4.3\times10^{-14}\ \mathrm{cm^3/s}\) and \(\ell=15.3\) nm. The width of the front is \(3.447\times15.3=53\) nm, about 2% of its depth. The delay \(1/(kH_0)\) is 0.023 s, negligible beside 300 s.

The width is a rough value. The mean acceptor spacing \(N^{-1/3}\) is 21.5 nm, larger than \(\ell\), so a smooth density describes the front only as an average over its area. The derivation of \(k\) also ignores screening. The field-free depth is insensitive to both, because \(k\) enters it only through the short delay. The shape, too, is the field-free one, although \(k\) was derived for positive ions. Since \(\ell\) is the screening length, the junction field acts across the front itself, and with drift included the width is about \(4.2\,\ell\), or 65 nm.

### What irreversible has to mean

Let pairs break up at a rate \(r\) per pair. Then \(A_t=-kHA+r(N-A)\). If \(H\) changes slowly compared with the local adjustment time \(1/(kH+r)\), the two terms balance:

\[
kHA=r(N-A)\quad\Longrightarrow\quad
\frac AN=\frac{K}{K+H},\qquad K=\frac rk .
\]

Acceptors behind the front remain passivated if \(K\ll H\), even when each pair breaks many times, because mobile hydrogen soon fills the acceptor again. The grid calculation tested this balance with \(K/H_0=0.02\), at \(x=10\ell\) and \(kH_0t=200\). It held to within 3% of the predicted active fraction.

For a rough attempt rate of \(10^{14}\ \mathrm{s^{-1}}\) and a release energy of 1.3 eV, \(r=0.025\ \mathrm{s^{-1}}\). A pair lives about 40 s, much less than the process time, yet \(K/H_0=5.9\times10^{-4}\). Averaging over the linear profile, with \(u=1-x/s\),

\[
\int_0^1\frac{K}{K+H_0u}\,du
=\frac{K}{H_0}\ln\left(1+\frac{H_0}{K}\right)=0.0044 .
\]

About 0.4% of the acceptors behind the front are active. This moves the field-free depth of half activity inward by only 0.3% and widens the field-free front from 53 to about 59 nm, but it amounts to \(4\times10^{14}\ \mathrm{cm^{-3}}\), comparable with \(H_0\): active acceptors outnumber mobile hydrogen wherever \(H<\sqrt{NK}\approx0.24\,H_0\), which matters for the electric field below. The value is sensitive to the rough inputs; an attempt rate of \(2.8\times10^{14}\ \mathrm{s^{-1}}\) and an energy of 1.28 eV give \(r=0.12\ \mathrm{s^{-1}}\) and 1.7%, a depth larger by about 1%, and a width of about 110 nm at 300 s. With release the width is no longer fixed but grows as the front slows down. This conclusion needs the surface supply to be maintained. Once it stops and \(H\) falls towards \(K\), release can no longer be ignored.

### The electric field

If all mobile hydrogen is positive, the field in the layer also drives it. Let \(\phi\) be the potential in units of \(k_BT/e\). The flux is \(J=-D(H_x+H\phi_x)\). Release is left out at first, so that all acceptors behind the front are passive, and charge neutrality requires electrons to balance holes and hydrogen:

\[
n_ie^\phi-n_ie^{-\phi}=H
\quad\Longrightarrow\quad 2n_i\sinh\phi=H ,
\]

with \(n_i\) the intrinsic carrier density. Differentiation gives \(\phi_x=H_x/(2n_i\cosh\phi)=H_x/\sqrt{H^2+4n_i^2}\). For a steady flux, integration across the layer then yields

\[
Js=D\int_0^{H_0}\left[1+\frac{H}{\sqrt{H^2+4n_i^2}}\right]dH
=D\left[H_0+\sqrt{H_0^2+4n_i^2}-2n_i\right].
\]

With the rough value \(n_i=1.4\times10^{13}\ \mathrm{cm^{-3}}\) this is 1.97 times the field-free flux. The gradient of the electron density sets up a field that drives the ions inward, which nearly doubles the effective diffusivity where \(H\gg2n_i\).

Neutrality fails near the front, where the n-type passivated layer meets p-type silicon. The potential falls towards the p-type side, so the junction field drives positive ions inward. Solving Poisson's equation together with the steady hydrogen flux, with \(H_0\) fixed and a neutral surface, gives a gain of 3.1 at a depth of 2.45 µm. As a test, the permittivity in this solution was reduced by a factor of \(10^6\) to enforce neutrality; the gain became 1.975, against 1.972 from the formula.

The gain \(G(s)\) depends on depth, so the front no longer follows a pure square-root law. Its motion obeys

\[
N\frac{ds}{dt}=G(s)\frac{DH_0}{s},
\]

which leads to 4.3 µm after 300 s, 1.75 times the field-free depth. This value depends on the neutral surface, where \(\phi=4.27\). With \(H_0\) fixed and the surface held at \(\phi=5.27\), \(2.27\), \(0\) or \(-3\), the depth is 5.2, 3.1, 2.5 or 1.8 µm, so band bending at the surface can remove or reverse the gain.

These values hold without release. With release, neutrality reads \(2n_i\sinh\phi=H-NK/(K+H)\), the deeper part of the passivated layer is p-type, and the junction lies inside the layer, where \(H\) is still large. For \(r=0.025\ \mathrm{s^{-1}}\) the neutral-layer gain rises from 1.97 to 3.4, and the time-dependent equations with field and release give a depth of about 4.9 µm; for \(r=0.12\ \mathrm{s^{-1}}\) they give about 5.9 µm.

### Hydrogen pairing with itself

Suppose that two neutral atoms join when they come within a distance \(\rho\). Their relative diffusivity is \(2D\), so each atom is lost at the rate \(4\pi\rho(2D)H\). In the steady layer, with \(h=H/H_0\) and \(\xi=x/s\),

\[
h''=\beta h^2,\qquad h(0)=1,\quad h(1)=0,\qquad \beta=8\pi\rho H_0s^2 .
\]

Multiplying by \(\xi\) and integrating by parts gives \(h'(1)+1=\beta\int_0^1\xi h^2d\xi\). For weak loss \(h\approx1-\xi\), and the flux reaching the front, relative to that without pairing, is \(-h'(1)\approx1-\beta/12\).

For \(\rho=0.5\) nm the example has \(\beta=75\), far outside the weak regime. The numerical solution leaves 21% of the flux at a depth of 2.45 µm. At smaller depths \(\beta\) is smaller and the loss weaker, so the final depth is reduced by less than the factor \(\sqrt{0.21}=0.46\). It lies between about 1.1 µm and the depth without pairing, 2.45 µm; the time-dependent equations with this loss term give 1.7 µm.

Positive ions repel each other. Repeating the capture integral with the opposite sign of the force, from \(r=\rho\) outward, replaces \(\rho\) by \(R/(e^{R/\rho}-1)=0.004\) nm. Then \(\beta=0.57\), and pairing removes 4.5% of the flux at 2.45 µm without the field, or 4.3% at 4.3 µm with it. The radius enters exponentially: \(\rho=0.6\) nm gives about 12% and \(\rho=0.7\) nm about 22%. This requires all hydrogen to be positive. In a layer that turns n-type the Fermi level approaches the energy at which negative hydrogen becomes as stable as positive hydrogen, so a sizeable fraction may be negative, and ions of opposite sign attract each other. That case is not treated here.

### Beside a real process

The example represents boron-doped silicon exposed to a hydrogen plasma at roughly 150 °C. The doping is ordinary. The diffusivity and above all \(H_0\) are rough: \(H_0\) depends on the plasma and the surface, and a tenfold change in it, with the rest fixed, moves the field-free depth by a factor of 3.2. A measured depth interpreted with the simple law yields the product \(DH_0\), not the two factors separately.

The assumption most open to doubt is that hydrogen moves as a field-free, non-reacting species. For these numbers and a neutral surface, fully positive hydrogen raises the depth from 2.45 to 4.3 µm, or to about 4.9 µm when release is included, while neutral hydrogen that pairs on contact lowers it to about 1.7 µm. The charge state of hydrogen in the passivated layer and, for ions, the potential at the surface therefore matter far more than the finite capture rate. Release is negligible for the field-free depth, but not for positive hydrogen, because the few acceptors it reactivates change the field.

## Calculated quantities

```
GRID TESTS
largest relative error of trapped dose: 2.7e-04
largest relative error of first moment: 1.2e-06
depth^2 over simple law, H0/N=0.00125, Y=200: 0.9946
depth^2 slope over simple law, H0/N=0.5: 0.8641
same ratio from instant-capture formula: 0.8641
coefficient of H0/N in the correction: 0.3332
10-90 % front width / ell: 3.447
(half-active depth - trapped depth) / ell: -0.161
EXAMPLE INPUTS
temperature: 420 K; thermal voltage: 36.19 mV
D: 1.0e-08 cm2/s; time: 300 s
H0: 1.0e+15 cm^-3; N: 1.0e+17 cm^-3; H0/N: 0.010
relative permittivity: 11.7; ni: 1.4e+13 cm^-3
release attempt rate: 1.0e+14 1/s; energy: 1.30 eV
hydrogen pairing contact radius: 0.50 nm
FIELD-FREE FRONT
Coulomb capture radius: 3.40 nm
hole screening length: 15.3 nm
capture coefficient k: 4.273e-14 cm3/s
front depth: 2.449 um = 2449 nm
front depth at 75 s: 1.225 um
front depth at 1200 s: 4.899 um
free-diffusion length sqrt(D t): 17.32 um
trapped dose N s: 2.449e+13 cm^-2
front speed at the end: 4.08 nm/s
depth with finite H0/N: 2.445 um
capture length ell: 15.3 nm
10-90 % front width: 52.7 nm
k H0 t: 1.282e+04; delay 1/(k H0): 0.0234 s
NEGLECTED EFFECTS
mean trap spacing N^(-1/3): 21.5 nm
pair release rate: 2.516e-02 1/s; lifetime: 39.7 s
release balance K: 5.89e+11 cm^-3; K/H0: 5.89e-04
mean active fraction behind front: 0.44 %
field gain of flux, neutral-layer formula: 1.972
same gain from solver at tiny permittivity: 1.975
field gain of flux at field-free depth: 3.12
depth at end if all hydrogen is positive: 4.30 um
field depth / field-free depth: 1.75
pairing strength, neutral atoms: 75.4
front flux left by pairing, neutral atoms: 0.208
pairing radius of repelling ions: 0.0038 nm
pairing strength, repelling ions: 0.571
front flux left by pairing, repelling ions: 0.955
```
